\section*{Effective stopping charge is not the ionization state}

\section{Definitions and conventions}

An ion of nuclear charge $Ze$ carries $N$ bound electrons. Its ionization state is
\begin{equation}
Q=Z-N .
\end{equation}
Let $S$ be its electronic stopping power, the energy given to the target electrons per unit path, and $S_p$ that of a bare proton at the same speed $v$ in the same target. The effective charge obtained from stopping data is defined by
\begin{equation}
Z_{\rm eff}^2=\frac{S}{S_p}.
\label{eq:def}
\end{equation}
The claim to be examined is that $Z_{\rm eff}=Q$. In linear response it would hold if every target electron responded to the ion as to a point charge $Qe$.

Here $m$ is the electron mass and $-e$ its charge. The ion is nonrelativistic, moves in a straight line, and keeps its electrons in a fixed, spherically symmetric state. The target responds linearly. Fields vary as $e^{i(\mathbf q\cdot\mathbf r-\omega t)}$.

\section{Counter-example: a neutral hydrogen atom}

\subsection{The charge seen at each wave number}

For $N$ electrons in a 1s orbital of radius $a$, the number density is $n(r)=Ne^{-2r/a}/(\pi a^3)$. Its Fourier transform, the form factor, is
\begin{align}
F(q)&=\int n(r)\frac{\sin qr}{qr}\,d^3r
=\frac{4N}{a^3q}\int_0^\infty r\,e^{-2r/a}\sin qr\,dr \nonumber\\
&=\frac{4N}{a^3q}\,\frac{4q/a}{(4/a^2+q^2)^2}
=\frac{N}{(1+s^2)^2},\qquad s=\frac{qa}{2}.
\label{eq:F}
\end{align}
The ion therefore acts at wave number $q$ with charge $e[Z-F(q)]$. This is $Qe$ for $qa\ll1$ and $Ze$ for $qa\gg1$.

\subsection{The stopping power}

In a medium of dielectric function $\varepsilon(q,\omega)$, relative to vacuum, the potential of the moving ion is
\begin{equation}
\phi(\mathbf r,t)=\int\frac{d^3q}{(2\pi)^3}\,
\frac{e[Z-F(q)]}{\varepsilon_0q^2\varepsilon(q,\mathbf q\cdot\mathbf v)}\,
e^{i\mathbf q\cdot(\mathbf r-\mathbf vt)} .
\end{equation}
The force on the ion is minus the integral of its charge density times $\nabla\phi$, and $S$ is the component of that force opposing the motion. The gradient along $\mathbf v$ gives $i\omega/v$, with $\omega=\mathbf q\cdot\mathbf v$, and the ion's charge density supplies a second factor $e(Z-F)$. The real part of $1/\varepsilon$ is even in $\omega$, so its contribution is odd and vanishes. What remains is
\begin{equation}
S=\frac{e^2}{8\pi^3\varepsilon_0v}\int d^3q\,
\frac{(Z-F)^2}{q^2}\,\omega\,{\rm Im}\frac{-1}{\varepsilon(q,\omega)} .
\end{equation}
Let $\mu$ be the cosine of the angle between $\mathbf q$ and $\mathbf v$. Then $d^3q=2\pi q^2\,dq\,d\mu$ and $d\mu=d\omega/(qv)$. The integrand is even in $\omega$, so the range $-qv<\omega<qv$ gives twice its positive half:
\begin{equation}
S=\frac{e^2}{2\pi^2\varepsilon_0v^2}\int_0^\infty\frac{dq}{q}\,(Z-F)^2\,W(q),
\quad
W(q)=\int_0^{qv}\omega\,{\rm Im}\frac{-1}{\varepsilon(q,\omega)}\,d\omega .
\label{eq:S}
\end{equation}

Take as target a model electron gas with one undamped mode at each $q$:
\begin{equation}
{\rm Im}\frac{-1}{\varepsilon}=\frac{\pi\omega_p^2}{2\omega_q}\,\delta(\omega-\omega_q),
\qquad
\omega_q^2=\omega_p^2+\left(\frac{\hbar q^2}{2m}\right)^2
\quad(\omega>0).
\end{equation}
This mode is a plasmon at small $q$ and a free recoiling electron at large $q$. If $\omega_q<qv$, then $W=\pi\omega_p^2/2$; otherwise $W=0$. Hence
\begin{equation}
S=\frac{e^2\omega_p^2}{4\pi\varepsilon_0v^2}\,L,\qquad
L=\int_{q_-}^{q_+}(Z-F)^2\frac{dq}{q}.
\label{eq:L}
\end{equation}
The limits solve $\omega_q=qv$, a quadratic equation in $q^2$. Its roots obey
\begin{equation}
q_+q_-=\frac{2m\omega_p}{\hbar},\qquad
q_+^2+q_-^2=\frac{4m^2v^2}{\hbar^2}.
\end{equation}
For a proton $Z-F=1$, so $L_p=\ln(q_+/q_-)$. Dividing the sum by the product gives $2\cosh L_p=2mv^2/(\hbar\omega_p)$, or
\begin{equation}
L_p={\rm arcosh}\frac{mv^2}{\hbar\omega_p},\qquad mv^2>\hbar\omega_p .
\end{equation}

\subsection{Numbers for $Q=0$}

Hydrogen has $Z=N=1$ and $a=a_0=0.0529$ nm, the Bohr radius. With $u=s^2$ and $dq/q=du/(2u)$, the integrand expands into
\begin{equation}
\frac1{2u}\left[1-\frac1{(1+u)^2}\right]^2
=\frac12\left[\frac1{1+u}+\frac1{(1+u)^2}-\frac1{(1+u)^3}-\frac1{(1+u)^4}\right].
\end{equation}
To see this, write $w=1/(1+u)$, so that $1/u=w/(1-w)$. The left side becomes $\tfrac12w(1-w)(1+w)^2=\tfrac12(w+w^2-w^3-w^4)$. Integration gives
\begin{equation}
L_{\rm H}=\left[\frac{\ln(1+u)}2-\frac1{2(1+u)}
+\frac1{4(1+u)^2}+\frac1{6(1+u)^3}\right]_{u_-}^{u_+}.
\end{equation}

Choose $\hbar\omega_p=15$ eV and $v=1.389\times10^7$ m/s, the speed of a 4 MeV He$^+$ ion. Then $q_-=1.641$ nm$^{-1}$, $q_+=239.9$ nm$^{-1}$ and $L_p=4.985$. The limits in $s$ are $0.0434$ and $6.35$. The bracket equals $1.8484$ at the upper limit and $-0.0833$ at the lower, so $L_{\rm H}=1.932$ and
\begin{equation}
Z_{\rm eff}^2=\frac{1.932}{4.985}=0.388,\qquad Z_{\rm eff}=0.62,\qquad Q=0 .
\end{equation}
The prefactor in Eq.~\eqref{eq:L} is $3.877$ eV/nm. The proton loses $19.3$ eV/nm and the neutral atom, with its electron held in the 1s state, $7.5$ eV/nm. A reading of $Z_{\rm eff}$ as the ionization state would turn a neutral atom into one that is more than half ionized.

\section{The general statement and its proof}

\textbf{Statement.} In linear response, let an ion with $N>0$ and $Q\ge0$ carry a fixed spherical electron cloud through an isotropic passive target. Then $Z_{\rm eff}>Q$. If also $F(q)>0$ at all $q$, as for a 1s cloud, then $Z_{\rm eff}<Z$.

\textbf{Proof.} Insert Eq.~\eqref{eq:S} for the ion and for the proton into Eq.~\eqref{eq:def}:
\begin{equation}
Z_{\rm eff}^2=
\frac{\displaystyle\int_0^\infty(Z-F)^2\,W\,dq/q}
{\displaystyle\int_0^\infty W\,dq/q}.
\label{eq:avg}
\end{equation}
A passive target can only absorb energy, so ${\rm Im}(-1/\varepsilon)\ge0$ for $\omega>0$ and $W\ge0$. Thus $Z_{\rm eff}^2$ is a weighted average of $(Z-F)^2$. Since $\sin x/x<1$ for $x>0$, the first form of Eq.~\eqref{eq:F} gives $F(q)<N$ for every $q>0$. Therefore $Z-F>Z-N=Q\ge0$, and squaring preserves the order. An average of values that all exceed $Q^2$ exceeds $Q^2$. If $F>0$, then also $Z-F<Z$, which gives the upper bound. $\square$

The lower bound does not depend on the single-mode target or on the 1s shape. For a negative ion $Z_{\rm eff}>Q$ is trivial, since $Z_{\rm eff}$ is taken positive, but $Z_{\rm eff}>|Q|$ can fail: $Z-F$ starts below zero and passes through zero as $q$ grows, so its square can fall below $Q^2$. For a bare ion $F=0$, and $Z_{\rm eff}=Z=Q$ within linear response.

A beam in several charge states does not restore the claim. Let a fraction $f_i$ have ionization state $Q_i\ge0$, with some ions not bare, and neglect the energy spent in changing charge state. Stopping powers add, so
\begin{equation}
Z_{\rm eff}^2=\sum_if_iZ_{{\rm eff},i}^2>\sum_if_iQ_i^2\ge\Big(\sum_if_iQ_i\Big)^2 .
\end{equation}
The last step holds because a variance is not negative. Within linear response, the effective charge exceeds the mean ionization state as well.

\section{A charged ion: He$^+$}

For He$^+$, $Z=2$, $N=Q=1$ and $a=a_0/2=0.0265$ nm. The integral in Eq.~\eqref{eq:L} follows for any 1s cloud from
\begin{equation}
\frac1{u(1+u)^k}=\frac1u-\sum_{j=1}^k\frac1{(1+u)^j},
\end{equation}
which is a finite geometric sum. Expanding the square gives
\begin{align}
L&=\left[Z^2\ln s-2ZN\,I_2+N^2I_4\right]_{s_-}^{s_+},\label{eq:closed}\\
I_k&=\frac12\left[\ln\frac{u}{1+u}+\sum_{j=1}^{k-1}\frac1{j(1+u)^j}\right].
\end{align}
At 4 MeV, $s_-=0.0217$ and $s_+=3.174$. The bracket in Eq.~\eqref{eq:closed} is $4.629$ at the upper limit and $-4.912$ at the lower, so $L=9.541$ and
\begin{equation}
Z_{\rm eff}=\sqrt{\frac{9.541}{4.985}}=\sqrt{1.914}=1.38 .
\end{equation}
The stopping power is $37.0$ eV/nm. Setting $N=Z-Z_{\rm eff}$ would assign the ion $0.62$ bound electrons, whereas it has one.

For a free-electron gas, the single-mode approximation changes the value little. With the Lindhard dielectric function of a free-electron gas of the same density, numerical quadrature of Eq.~\eqref{eq:S} gives $1.38$ for He$^+$ and $0.62$ for hydrogen again. The value does depend on the excitation energies of the target: with $\hbar\omega_p=150$ eV in place of $15$ eV, the formulas above give $1.63$ for He$^+$. The inner-shell electrons of a real solid are absent from this gas and would change both the stopping powers and $Z_{\rm eff}$.

\section{Why close collisions matter}

Consider a target electron passed at impact parameter $b$, and suppose that it hardly moves during the encounter. Let $Q(b)$ be the ion's charge, in units of $e$, inside an infinite cylinder of radius $b$ about the path. Gauss's law gives $2\pi b\int E_\perp dz=eQ(b)/\varepsilon_0$. With $dt=dz/v$, the transverse impulse has magnitude
\begin{equation}
\Delta p=\frac ev\int E_\perp\,dz=\frac{2e^2Q(b)}{4\pi\varepsilon_0bv}.
\end{equation}
The 1s density integrated along $z$ at distance $R$ from the axis is $2NR\,K_1(2R/a)/(\pi a^3)$, where $K_\nu$ is a modified Bessel function. The number of bound electrons outside the cylinder is then
\begin{equation}
\frac{4N}{a^3}\int_b^\infty R^2K_1\!\left(\frac{2R}a\right)dR
=\frac N2\int_X^\infty x^2K_1(x)\,dx=\frac N2X^2K_2(X),\quad X=\frac{2b}a,
\end{equation}
because $d(x^2K_2)/dx=-x^2K_1$. These electrons do not screen, so $Q(b)=Q+\tfrac N2X^2K_2(X)$. For He$^+$ this is $1.03$ at $b=3a$, $1.51$ at $b=a$ and $1.94$ at $b=a/4$. A distant electron feels the ionization state, while one that passes well inside the cloud, at $b\ll a$, feels nearly the bare nucleus. At 4 MeV this picture is only qualitative for the closest passages: $b=a/4$ is smaller than $\hbar/(mv)=0.32a$, so a classical path is not defined there, and the description in $q$ is the one to use.

The same division appears in $q$. Splitting the He$^+$ integral at $q=1/a$ and evaluating each part by quadrature gives a mean of $(Z-F)^2$ equal to $1.147$ below the split and $3.215$ above it. The upper part covers $37\%$ of the range in $\ln q$ but supplies
\begin{equation}
\frac{0.371\,(3.215-1)}{1.914-1}\approx90\%
\end{equation}
of the excess of $Z_{\rm eff}^2$ over $Q^2$.

For a given ion, speed and target, the size of the cloud decides where $Z_{\rm eff}$ lies between $Q$ and $Z$. If $s_+\ll1$, no collision resolves the cloud, $F\approx N$ and $Z_{\rm eff}\to Q$. If $s_-\gg1$, every collision lies inside it, $F\approx0$ and $Z_{\rm eff}\to Z$. Multiplying the He$^+$ radius by $0.1$, $1$ and $10$, as a thought experiment, gives $Z_{\rm eff}=1.02$, $1.38$ and $1.81$.

\section{High speed at fixed charge state}

One might expect $Z_{\rm eff}$ to approach $Q$ for a fast ion, since distant collisions then reach farther out. For $s_-\ll1\ll s_+$, Eq.~\eqref{eq:closed} shows otherwise. At large $s$, $I_2$ and $I_4$ vanish. At small $s$, $I_2\to\ln s+\tfrac12$ and $I_4\to\ln s+\tfrac{11}{12}$. Using $Z^2-2ZN+N^2=Q^2$,
\begin{equation}
L\simeq Z^2\ln s_+-Q^2\ln s_-+ZN-\tfrac{11}{12}N^2 .
\end{equation}
From $s_+s_-=m\omega_pa^2/(2\hbar)$ and $s_+/s_-=e^{L_p}$ we have $\ln s_\pm=\tfrac12\ln[m\omega_pa^2/(2\hbar)]\pm\tfrac12L_p$. Hence
\begin{align}
Z_{\rm eff}^2&\simeq\frac{Z^2+Q^2}2+\frac C{L_p},\\
C&=\frac{Z^2-Q^2}2\ln\frac{m\omega_pa^2}{2\hbar}+ZN-\frac{11}{12}N^2 .
\end{align}
As $v$ rises, $q_+$ grows and $q_-$ falls in the same proportion. Close collisions, with charge $Z$, and distant ones, with charge $Q$, therefore gain equal ranges of $\ln q$.

For He$^+$, $C=-2.93$, and the estimate at 4 MeV is $\sqrt{2.5-2.93/4.985}=1.38$. The formal limit is $\sqrt{2.5}=1.58$, approached only as $1/L_p$: $Z_{\rm eff}$ is $1.35$ at 2 MeV and $1.43$ at 16 MeV. The direction of approach follows the sign of $C$, which depends on the target. $C$ vanishes near $\hbar\omega_p=106$ eV, and for $150$ eV $Z_{\rm eff}$ lies above the limit and falls, from $1.64$ at 2 MeV to $1.62$ at 16 MeV. In either case it changes with energy although $Q=1$ throughout, so a change in fitted charge does not by itself show a change in ionization.

\section{Limits of the result}

The values for He$^+$ and for the hydrogen atom apply before the projectile gains or loses an electron. Collisions that excite or eject the ion's own electrons are left out, and they need not be rare. For one bound electron they can add up to $1-F^2$ to the factor $(Z-F)^2$. In hydrogen $1-F^2$ is at least as large as the term kept, $(1-F)^2$. Energy conservation restricts the addition to $q$ below about $mv/\hbar$, because the ion's electron and the target electron must then both recoil, but the addition is still large. In the same gas, the first-Born excitation and ionization form factors of the hydrogenic ion add about $2.05$ to $L_{\rm H}=1.93$ and about $1.33$ to the He$^+$ value $9.54$, which raises $Z_{\rm eff}$ from $0.62$ to about $0.89$ and from $1.38$ to about $1.48$. The mean free path for such collisions is only about 5 nm for H and 13 nm for He$^+$. The addition is positive: it leaves the lower bound intact, but the upper bound is then no longer guaranteed. Charge exchange and nuclear stopping are also left out. So are terms beyond $(Z-F)^2$ in the ion's charge. For close collisions (the Bloch term) their expansion parameter, $Ze^2/(4\pi\varepsilon_0\hbar v)$, is $0.32$ for the helium nucleus here, which is not very small; exact phase shifts for scattering of a free electron from the screened ion move the He$^+$ value from $1.38$ to about $1.40$. For heavier ions at this speed the lower bound itself can fail: the Bloch term alone gives $Z_{\rm eff}\approx7.3$ for a bare oxygen ion, and the close-collision correction takes O$^{7+}$ from $7.09$ to about $6.6$, below $Q=7$. The strict bounds above belong to linear response with a fixed cloud. To infer $Q$ from a measured stopping power, one needs a model of the bound cloud and of these further terms.

Numbers in the example were calculated in double precision.
